# Why gradient corrections expand lattices: LDA, PBEsol, PBE and RPBE

## The situation

Relax one crystal with four functionals, and the lattice constant typically grows in the order LDA, PBEsol, PBE, RPBE. The nuclei, the electron count and the kinetic energy functional are the same each time. Something in the gradient correction pushes the atoms apart.

One short explanation is that a larger gradient coefficient $\mu$ favours inhomogeneous densities, and separated atoms are more inhomogeneous than compressed ones. This is incomplete in three ways. PBE and RPBE have the same $\mu$, so $\mu$ cannot order them. The gradient correction to correlation opposes that to exchange. And bringing atoms together does not reduce the magnitude of the gradient correction in every system: H$_2$ is a counterexample below. A model of overlapping atomic tails shows what survives, and under which conditions.

Rydberg atomic units are used, with lengths in bohr, and densities are spin-unpolarized.

## From an energy correction to a lattice shift

Write $E_{\rm GGA}[n]=E_{\rm LDA}[n]+\Delta E[n]$, and let $n_L$ be the LDA ground-state density at a given geometry. The GGA density is $n_L+\delta n$, with $\delta n$ of first order in the correction. Because $E_{\rm LDA}$ is stationary at $n_L$, it changes only at second order in $\delta n$. The change of $\Delta E$ caused by $\delta n$ is also of second order, being a small functional times a small density change. To first order, therefore, $\Delta E$ may be evaluated on the LDA density.

Consider planes of atoms with spacing $d$, and let energies be per unit area and per period. Near the LDA minimum $d_0$,

$$E_{\rm LDA}(d)=E_0+\frac{M}{2d_0}(d-d_0)^2 ,$$

where $M$ is the elastic modulus for this strain. Define the pressure correction $P=-d\,\Delta E/dd$; positive $P$ pushes the planes apart. Setting the derivative of the total energy to zero gives $M(d-d_0)/d_0-P=0$, so

$$\frac{\delta d}{d_0}=\frac{P}{M}.$$

For a cubic crystal under hydrostatic pressure, $\delta V/V=P/B$ and $V\propto a^3$, hence $\delta a/a=P/(3B)$. The modulus $M$ then plays the role of $3B$.

## The density between two planes

Let each plane carry a frozen density $n_0e^{-\lambda|z|}$, measured from that plane. This superposition stands in for $n_L$. It omits core structure, bonding rearrangement and variation parallel to the planes.

Put $z=0$ midway between neighbouring planes at $\pm d/2$. The planes on each side form a geometric series with ratio $e^{-\lambda d}$:

$$n(z)=n_0\frac{e^{-\lambda(d/2+z)}+e^{-\lambda(d/2-z)}}{1-e^{-\lambda d}}
=n_m\cosh\lambda z,\qquad n_m=\frac{n_0}{\sinh L},\quad L=\frac{\lambda d}{2}.$$

With $u=\lambda z$, the gradient magnitude is

$$p=|n'|=\lambda n_m\sinh u=\lambda\sqrt{n^2-n_m^2}.$$

A single tail would have $p=\lambda n$. Overlap therefore lowers the gradient at a given density, and makes it vanish at the midplane. The reduced gradient is $s=p/(2k_Fn)$ with $k_F=(3\pi^2n)^{1/3}$. Since $k_F$ grows as $\cosh^{1/3}u$,

$$s(u)=s_m\frac{\tanh u}{\cosh^{1/3}u},\qquad s_m=\frac{\lambda}{2k_F(n_m)}.$$

Here $s_m$ is the reduced gradient that a single tail would have at density $n_m$.

## The pressure correction

Let $h(n,p)$ be the GGA energy density minus the LDA one. By symmetry $\Delta E=2\int_0^{d/2}h\,dz$. The density rises monotonically from midplane to plane, so it can serve as the integration variable, with $dz=dn/p$:

$$\Delta E=2\int_{n_m}^{n_t}W(n,p)\,dn,\qquad W=\frac hp,\qquad n_t=n_0\coth L .$$

The spacing enters through both limits and through $p$. The ingredients are

$$\frac{dn_m}{dd}=-\frac{\lambda}{2}n_m\coth L,\qquad
\frac{dn_t}{dd}=-\frac{\lambda n_0}{2\sinh^2L},\qquad
\left.\frac{\partial p}{\partial n_m}\right|_n=-\frac{\lambda^2n_m}{p}.$$

The lower limit contributes nothing: $h\propto p^2$ at small $p$, so $W=0$ at the midplane. The remaining terms are

$$\frac{d\Delta E}{dd}=2W_t\frac{dn_t}{dd}
+\lambda^3n_m^2\coth L\int_{n_m}^{n_t}\frac{\partial W}{\partial p}\frac{dn}{p},$$

where the subscript $t$ denotes the value at the atomic plane. Now $dn/p=du/\lambda$, and $p_t=\lambda n_m\sinh L=\lambda n_0$, so $W_t=h_t/(\lambda n_0)$. Reversing the sign gives

$$P=-\lambda^2n_m^2\coth L\int_0^L\frac{\partial}{\partial p}\!\left(\frac hp\right)du+\frac{h_t}{\sinh^2L}.$$

This holds for any semilocal correction that starts as $p^2$, within the frozen-tail model.

For exchange, $h=-A\,n^{4/3}(F-1)$, with $A=\tfrac32(3/\pi)^{1/3}$ and $F(s)$ the enhancement factor. Define

$$\Phi(s)=\frac{d}{ds}\left[\frac{F(s)-1}{s}\right].$$

At fixed $n$, $p=2k_Fn\,s$. Dividing $h$ by $p$ and differentiating with respect to $p$ each bring a factor $1/(2k_Fn)$, so

$$\frac{\partial}{\partial p}\left(\frac hp\right)=-\frac{A\,n^{4/3}\Phi}{(2k_Fn)^2}.$$

The prefactors combine through

$$\frac{\lambda^2n_m^2}{(2k_Fn)^2}=s_m^2\cosh^{-8/3}u,\qquad n^{4/3}=n_m^{4/3}\cosh^{4/3}u.$$

For $n_m\ll n_0$ set $\coth L\to1$, extend the integral to infinity and drop the end term:

$$\boxed{P_x=A\,n_m^{4/3}s_m^2\int_0^\infty\Phi\big(s(u)\big)\cosh^{-4/3}u\,du}$$

As long as $\Phi$ keeps the order of magnitude of its small-$s$ value, the omitted part of the integral is of relative order $e^{-4L/3}\sim(n_m/n_0)^{4/3}$; when saturation makes the integral itself small, the relative error is larger. The end term has the same relative order, because $s_t^2\sim s_m^2(n_m/n_0)^{2/3}$ and $1/\sinh^2L=(n_m/n_0)^2$.

## What $\mu$ does, and what the shape of $F$ does

For the pure gradient expansion $F=1+\mu s^2$, $\Phi=\mu$. The substitution $t=\tanh^2u$ turns the remaining integral into a beta function:

$$\int_0^\infty\cosh^{-4/3}u\,du=\frac12\int_0^1t^{-1/2}(1-t)^{-1/3}dt
=\frac{\sqrt\pi\,\Gamma(2/3)}{2\,\Gamma(7/6)}\simeq1.294 .$$

The pressure is then positive and proportional to $\mu$. Compression flattens the density between the planes, the negative gradient contribution to exchange shrinks in magnitude, and the energy rises. This is the sound core of the short explanation. Because $n_m^{4/3}s_m^2\propto n_m^{2/3}$, the push of this pure gradient form decays roughly as $e^{-\lambda d/3}$, more slowly than the overlap density itself. This rate does not carry over to the saturating functionals below: $s_m\propto n_m^{-1/3}$ grows as the planes separate, $\Phi$ falls below $\mu$, and their push decays faster. At very large separations the exchange push of all three turns into a weak pull in this model, first for RPBE and last for PBEsol ($s_m$ of order 10 to 20): once $F-1$ has saturated at $\kappa$ over the overlap region, the correction there is simply $\kappa$ times LDA exchange.

The actual functionals saturate. With $y=\mu s^2/\kappa$, PBE and PBEsol use

$$F-1=\kappa-\frac{\kappa}{1+y}=\frac{\mu s^2}{1+y}.$$

Since $s\,dy/ds=2y$,

$$\Phi_{\rm PBE}=\mu\frac{(1+y)-2y}{(1+y)^2}=\mu\frac{1-y}{(1+y)^2}.$$

RPBE uses $F-1=\kappa(1-e^{-y})$. With $\kappa/s^2=\mu/y$,

$$\Phi_{\rm RPBE}=\frac{\kappa}{s^2}\left[2ye^{-y}-(1-e^{-y})\right]
=\mu\frac{(1+2y)e^{-y}-1}{y}.$$

At small $y$ these become $\mu(1-3y)$ and $\mu(1-\tfrac32y)$. RPBE keeps more of the initial slope: $\Phi_{\rm RPBE}>\Phi_{\rm PBE}$ up to $s\simeq2.39$, where the two curves cross. When the reduced gradients in the overlap stay below this value, RPBE gives the larger pressure at equal $\mu$.

A region of the overlap thus adds to the outward exchange push where $\Phi>0$, meaning that $F-1$ grows faster than linearly in $s$; $F>1$ is not enough. The sign of $P_x$ is set by the weighted integral of $\Phi$, so $\Phi>0$ throughout is sufficient but not necessary. For PBE, $\Phi$ changes sign at $y=1$, or $s=\sqrt{\kappa/\mu}\simeq1.91$.

How large does $s$ become between the planes? Setting the derivative of $\ln\tanh u-\tfrac13\ln\cosh u$ to zero gives $1/(\sinh u\cosh u)=\tfrac13\tanh u$. Hence $\sinh^2u=3$ and $\cosh u=2$, and

$$s(u)\le\frac{\sqrt3}{2}\,2^{-1/3}s_m\simeq0.687\,s_m .$$

For $s$ below 1.26, $0<\Phi_{\rm PBEsol}<\Phi_{\rm PBE}<\Phi_{\rm RPBE}$. If $s_m<1.83$, the inequalities hold at every point of the integral, so the exchange pressures follow the order LDA, PBEsol, PBE, RPBE, with LDA at zero. This condition is sufficient, not necessary. At $s_m\simeq3.7$ the boxed formula makes the PBE and PBEsol pressures cross, and beyond this point PBE pushes less: its larger $\mu$ has brought saturation on earlier.

## Correlation pulls back

The PBE-type gradient correction to correlation starts as $+2\beta t^2$ Ry per electron, with $t=p/(2k_sn)$ and $k_s^2=4k_F/\pi$. Thus $t^2=\pi k_Fs^2/4$, and the energy density is $+\tfrac{\pi}{2}\beta\,nk_Fs^2$. The LDA exchange energy density has magnitude $A\,n^{4/3}=3nk_F/(2\pi)$. Dividing one by the other,

$$h_{xc}\simeq-A\,n^{4/3}\left(\mu-\frac{\pi^2\beta}{3}\right)s^2 .$$

The bracket is zero for PBE and $-0.028$ for PBEsol. For slowly varying overlap densities, PBEsol therefore *contracts* this model relative to LDA, and PBE has no effect at this order.

Expansion with the complete functionals comes from larger $s$. The correlation correction cannot exceed $|\varepsilon_c|$ per electron, since it can at most cancel the LDA correlation energy $\varepsilon_c$. Where $|\varepsilon_c|/|\varepsilon_x|$ is well below $\kappa$, $\varepsilon_x$ being the LDA exchange energy per electron, it saturates before exchange does. At the midplane density of the example below, the total PBEsol pressure turns positive at $s_m\simeq0.90$. This threshold depends on the density: it is about 1.19 at $n_m=0.003$ and 0.73 at $n_m=0.03$ bohr$^{-3}$.

## How large is the effect?

Take round model parameters $\lambda=2$ bohr$^{-1}$, $n_0=0.3$ bohr$^{-3}$, $d_0=4$ bohr and $M=0.03$ Ry/bohr$^3$ (441 GPa, or $B=147$ GPa if $M=3B$). Then $n_m=0.0110$ bohr$^{-3}$ and $s_m=1.454$. The largest $s$ between the planes is 1.00, inside the guaranteed range.

With $A\,n_m^{4/3}=0.003611$ Ry/bohr$^3$, the pure gradient expansion with the PBE value of $\mu$ gives

$$0.003611\times1.454^2\times0.2195\times1.294=0.00217\ \text{Ry/bohr}^3 .$$

RPBE would give the same number. Saturation lowers the boxed formula to 0.00146 for PBE and 0.00174 for RPBE. These values are about 2 % above those from differentiating the energy of the explicitly summed density, the size expected of the omitted terms.

The direct pressures, in $10^{-3}$ Ry/bohr$^3$, are:

| | exchange | correlation | total |
|---|---|---|---|
| PBEsol | 0.945 | −0.716 | 0.230 |
| PBE | 1.424 | −0.789 | 0.635 |
| RPBE | 1.703 | −0.789 | 0.914 |

The totals correspond to 3.4, 9.3 and 13.4 GPa. For PBEsol, correlation cancels about three quarters of the exchange push. From PBE to RPBE the correlation functional is unchanged, so the whole increase comes from the shape of $F$.

For PBE the first-order shift is

$$\delta d=\frac{0.000635\times4}{0.03}=0.085\ \text{bohr}.$$

Minimizing the model energy directly gives 0.080 bohr, or 2.0 %. The minimized shifts for PBEsol and RPBE are 0.030 bohr (0.8 %) and 0.114 bohr (2.8 %). For RPBE the first-order estimate is 7 % too large relative to the minimized shift, because the pressure changes as the planes move. These percentages belong to the chosen parameters and do not predict any material. In particular, $\lambda=2$ bohr$^{-1}$ is the decay of the hydrogen 1s density. The slower tails and higher interstitial densities of many metals put $s_m$ near the PBEsol threshold, where the model's total PBEsol pressure is close to zero and of either sign. Tail overlap alone therefore does not explain the step from LDA to PBEsol in such solids; the core structure omitted here can matter.

## Two real bonds

Self-consistent all-electron calculations on molecules include what the model omits, though they do not replace crystal calculations. For F$_2$ in the 6-31G* basis the bond lengths are 2.630 (LDA), 2.656 (PBEsol), 2.684 (PBE) and 2.702 bohr (RPBE). These values are not converged in the basis: cc-pVTZ shortens each by 0.012 to 0.015 bohr and leaves the order unchanged. Evaluating each GGA on the LDA density reproduces its self-consistent bond length to about 0.0002 bohr, so the first-order use of the LDA density is very good here. At the LDA bond length, the PBE correction pushes the atoms apart by 0.075 Ry/bohr through exchange and pulls them together by 0.032 Ry/bohr through correlation, as in the model.

H$_2$ in the cc-pVDZ basis does the opposite: the bond shortens from 1.477 bohr in LDA to 1.454 bohr in PBE. Both contributions have changed sign, with exchange now pulling by 0.026 Ry/bohr and correlation pushing by 0.010 Ry/bohr. The signs survive a larger basis but the numbers move: in cc-pVQZ the bond lengths are about 1.447 and 1.418 bohr, and the two forces about 0.034 and 0.015 Ry/bohr.

A scaling argument suggests a reason. If a whole density contracts uniformly, $n(\mathbf r)\to\gamma^3n(\gamma\mathbf r)$ with $\gamma>1$, then $s$ is unchanged at corresponding points, $n^{4/3}$ gains a factor $\gamma^4$ and the volume element a factor $\gamma^{-3}$. The exchange correction grows in magnitude by $\gamma$, which rewards contraction. Frozen tails exclude this response. They also exclude bonding rearrangement, which contributes too: a bonding orbital built from 1s functions of fixed exponent already gives a small exchange pull in H$_2$. That contraction dominates is a conjecture, not something these calculations establish.

## What to do in practice

**Compare functionals by more than $\mu$.** For planes of overlapping frozen tails, what matters for the exchange push is $\Phi(s)$ over the reduced gradients between the atoms. In a real system the response of the density to compression can matter as well. Two functionals with equal $\mu$ can give clearly different lattice constants.

**Treat exchange and correlation together.** Changing $\mu$ at fixed $\beta$ alters a partial cancellation. In the model, the total PBEsol pressure is a small difference of two larger numbers, and its sign depends on $s_m$.

**Diagnose a discrepancy cheaply.** Converge LDA densities at a few volumes around the LDA minimum, and evaluate the GGA-minus-LDA exchange and correlation energies on them separately. The negative volume derivatives are the two pressure corrections, and $\delta a/a=P/(3B)$ estimates the shift. Use the all-electron density where possible: $h$ is nonlinear in the density, so a valence-only evaluation is not the full correction.

**Do not assume the ordering.** It is derived here only for the exchange pressure of frozen overlapping tails with $s_m<1.83$. With correlation included it is found for one set of model parameters and in F$_2$, and it fails in the model at small $s_m$, where PBEsol contracts relative to LDA. Where the density contracts strongly as atoms approach, the order has to be calculated. Nor does the ordering say which functional lies closest to experiment; it says in which direction a change of functional is likely to move the lattice constant.

The pressure formulas, the limits of the ordering and both molecular cases in the smaller basis sets are checked in the numerical output that follows.

## Computed values

```
tail decay 2.0 1/bohr, n0 0.3 1/bohr^3, spacing 4.0 bohr
modulus M 0.030 Ry/bohr^3 = 441 GPa
midplane density 0.01099 1/bohr^3, s_m 1.4537
A n_m^(4/3) 0.003611 Ry/bohr^3
mu: PBEsol 0.12346, PBE 0.21951, RPBE 0.21951; kappa 0.804
integral of cosh^(-4/3) 1.29355
pure mu s^2 exchange pressure PBEsol: 0.001219 Ry/bohr^3
pure mu s^2 exchange pressure PBE: 0.002167 Ry/bohr^3
pure mu s^2 exchange pressure RPBE: 0.002167 Ry/bohr^3
exchange pressure PBEsol: formula 0.000964, direct 0.000945 Ry/bohr^3
exchange pressure PBE: formula 0.001456, direct 0.001424 Ry/bohr^3
exchange pressure RPBE: formula 0.001736, direct 0.001703 Ry/bohr^3
PBEsol: correlation -0.000716, total 0.000230 Ry/bohr^3 = 3.38 GPa
PBEsol: spacing shift first order 0.0306, minimized 0.0303 bohr (0.76 %)
PBE: correlation -0.000789, total 0.000635 Ry/bohr^3 = 9.34 GPa
PBE: spacing shift first order 0.0846, minimized 0.0800 bohr (2.00 %)
RPBE: correlation -0.000789, total 0.000914 Ry/bohr^3 = 13.44 GPa
RPBE: spacing shift first order 0.1218, minimized 0.1138 bohr (2.84 %)
largest s in overlap / s_m 0.6874; in example 0.9992
Phi crossings: PBEsol/PBE at s 1.2628, PBE/RPBE at s 2.3871
exchange order guaranteed for s_m below 1.837
PBE and PBEsol exchange pressures swap at s_m 3.671
small-s net coefficient mu - pi^2 beta/3, PBEsol: -0.02788
small-s net coefficient mu - pi^2 beta/3, PBE: 0.00000
PBEsol total pressure turns positive at s_m 0.902 (same n_m)
F2 bond length LDA 2.6303 bohr
F2 bond length PBEsol: self-consistent 2.6559, on LDA density 2.6560 bohr
F2 bond length PBE: self-consistent 2.6837, on LDA density 2.6838 bohr
F2 bond length RPBE: self-consistent 2.7020, on LDA density 2.7022 bohr
F2 PBE-LDA force at LDA bond: exchange 0.07515, correlation -0.03226 Ry/bohr
H2 bond length: LDA 1.4773, PBE 1.4535 bohr
H2 PBE-LDA force at LDA bond: exchange -0.02648, correlation 0.01025 Ry/bohr
```
